Spreading resistance of a circular contact in a uniaxial conductor

**Setting for all parts**

A homogeneous metal has one symmetry axis. Its resistivity is ρ∥ for current along the axis and ρ⊥ for current across it. The metal fills the half-spaces z > 0 and z < 0, which are separated by an infinitely thin insulating sheet at z = 0. A circular opening of radius a in the sheet joins the two sides, and r is the distance from its centre within the sheet. Remote electrodes drive a steady current I through the opening. Except in part (e), the symmetry axis is the z axis, so the plane of the contact is perpendicular to it.

Ohm's law is taken to be local, which requires a to be much larger than the electron mean free path. There is no Hall term. SI units are used, with resistivities quoted in μΩ cm.

**(a) Write the equation for the potential φ. Find a change of coordinates that turns it into Laplace's equation, and find the resistivity of the equivalent isotropic conductor.**

*Answer.* The current density J has components

J_x = −(1/ρ⊥) ∂φ/∂x, J_y = −(1/ρ⊥) ∂φ/∂y, J_z = −(1/ρ∥) ∂φ/∂z.

In a steady state no charge accumulates, so div J = 0:

(1/ρ⊥)(∂²φ/∂x² + ∂²φ/∂y²) + (1/ρ∥) ∂²φ/∂z² = 0.

Keep x and y, and put Z = s z with a constant s > 0. Then ∂/∂z = s ∂/∂Z, and the last term becomes (s²/ρ∥) ∂²φ/∂Z². All three coefficients are equal if s²/ρ∥ = 1/ρ⊥, that is, if

s = √(ρ∥/ρ⊥).

The equation is then Laplace's equation in (x, y, Z). The plane z = 0 is the plane Z = 0, and the opening is still a disc of radius a, because x and y have not changed. On the insulator J_z = 0 becomes ∂φ/∂Z = 0.

The current must be converted as well. From the third component of Ohm's law,

J_z = −(1/ρ∥) ∂φ/∂z = −(s/ρ∥) ∂φ/∂Z.

The factor is s/ρ∥ = √(ρ∥/ρ⊥)/ρ∥ = 1/√(ρ∥ρ⊥). Hence

J_z = −(1/ρ_eff) ∂φ/∂Z, ρ_eff = √(ρ∥ρ⊥).

The current through the opening is the integral of J_z over dx dy, and this area element is unchanged. The potential and the current are therefore those of an isotropic conductor of resistivity ρ_eff with the same opening.

**(b) A current I enters an isotropic half-space of resistivity ρ through the disc r < a, the rest of the surface being insulated. Show that the density**

J(r) = I / [2πa √(a² − r²)]

**makes the disc an equipotential, and find its potential relative to infinity.**

*Answer.* The density carries the right current:

∫₀ᵃ J(r) 2πr dr = (I/a) ∫₀ᵃ r dr/√(a² − r²) = (I/a)[−√(a² − r²)]₀ᵃ = I.

Next, let a small current dI enter at one point of an otherwise insulated surface. It spreads radially over hemispheres of area 2πD², where D is the distance from the point. The field is ρ dI/(2πD²), and integration from D to infinity gives

dφ = ρ dI/(2πD).

This flow is radial, so none of it crosses the surface away from the source. Adding such sources over the disc therefore satisfies Laplace's equation inside, the insulating condition outside the disc, and the chosen density on the disc. What remains is to find the potential at a point P of the disc.

Use polar coordinates (ℓ, θ) centred on P. The area element is ℓ dℓ dθ and the distance to P is ℓ, so the two factors ℓ cancel:

φ(P) = (ρ/2π) ∫dθ ∫dℓ J.

The rays at θ and θ + π together make one chord of the disc through P. We may therefore let θ run from 0 to π and integrate J along the whole chord. Let the chord pass at distance p from the centre of the disc, and let t be the position along it measured from its midpoint. Then r² = p² + t². With h² = a² − p², where h is half the chord length, a² − r² = h² − t², and

∫ J dt = (I/2πa) ∫₋ₕʰ dt/√(h² − t²) = (I/2πa) π = I/(2a).

The length of the chord has dropped out, so every chord through every P gives the same value. The integral over θ contributes π:

φ(P) = (ρ/2π) · π · I/(2a) = ρI/(4a).

The disc is an equipotential, and the one-sided resistance is ρ/(4a).

No other solution with finite dissipation has this disc potential. Let u be the difference of two such solutions. It vanishes on the disc, has no normal derivative on the insulator, and falls off as 1/D far away. Green's identity turns ∫|∇u|² dV into surface terms. Those on the disc and insulator are zero, and the far one falls as D² · (1/D)(1/D²) = 1/D. At distance d from the rim, u varies at most as √d and its gradient as 1/√d, while a thin tube around the rim has area proportional to d, so that term vanishes too. Hence ∇u = 0, and u = 0.

**(c) Find the total resistance R of the two-sided uniaxial contact. Examine the limits ρ∥ = ρ⊥, ρ∥ ≪ ρ⊥ and ρ∥ ≫ ρ⊥.**

*Answer.* Let the remote potentials be +V/2 above and −V/2 below. Reflecting the system in z = 0 and changing the sign of φ reproduces the same problem, so φ(x, y, −z) = −φ(x, y, z). The potential is continuous through the opening, hence it is zero there. Each side is thus a half-space with an equipotential disc and a voltage V/2 across it. By parts (a) and (b),

V/2 = ρ_eff I/(4a).

The direction of the current differs between the two sides as seen from the disc, but this changes the signs of potential and current together and leaves the resistance alone. Therefore

R = V/I = ρ_eff/(2a) = √(ρ∥ρ⊥)/(2a).

For ρ∥ = ρ⊥ = ρ this is ρ/(2a), twice the one-sided value of part (b).

The scale over which the current spreads in Z is a, so in real space it is

a/s = a √(ρ⊥/ρ∥).

If ρ∥ ≪ ρ⊥, this depth is much greater than a. The current then spreads only gradually, over a depth of many radii, and a long column gives a rough estimate of the resistance. A column of length a/s and area πa² has resistance

ρ∥ (a/s)/(πa²) = √(ρ∥ρ⊥)/(πa),

which explains the square root: the low axial resistivity is partly offset by the longer column. Electrodes facing the opening must then lie at a depth much greater than a/s, not merely much greater than a. If ρ∥ ≫ ρ⊥, the current turns sideways within a layer much thinner than a, and the same estimate holds with a short column of high resistivity.

Solving the unscaled equation of part (a) on a grid, for both sides at once, tests the result without using the change of coordinates. For ρ∥/ρ⊥ = 0.1, 1 and 10 the resistances in units of ρ⊥/a are 0.1582, 0.5007 and 1.5843. The formula gives 0.1581, 0.5000 and 1.5811, so the largest difference is about 0.2 % of the formula's value.

**(d) What fraction of the current passes within radius r of the centre of the opening, and how does it depend on the anisotropy?**

*Answer.* Part (a) leaves both J_z and the area element in the opening unchanged, so the density of part (b) applies. Integrating it from 0 to r gives

I(r)/I = (1/a)[a − √(a² − r²)] = 1 − √(1 − r²/a²).

Neither resistivity appears. Half the current lies inside the radius for which √(1 − r²/a²) = 1/2, so r = (√3/2)a ≈ 0.866a. That circle encloses three quarters of the area, and the outer quarter carries the other half of the current. The grid solutions for the three anisotropies of part (c) place this radius between 0.865a and 0.866a.

The density diverges at the rim as the inverse square root of the distance to it. The total current and the dissipation remain finite, but the local density at a perfectly sharp rim is not a physical prediction on the scale of the mean free path.

**(e) The crystal on both sides is now turned so that its symmetry axis lies in the plane of the contact, along x. Find R, and compare the two orientations for weak anisotropy.**

*Answer.* Now ρ∥ belongs to x, and ρ⊥ to y and z. Keep y and z and put X = x/q. The equation becomes Laplace's if 1/(ρ∥q²) = 1/ρ⊥, so 1/q = √(ρ∥/ρ⊥) = s and X = s x. The disc becomes an ellipse, and the result of part (b) cannot be taken over directly. Its chord argument can.

The current through a surface element is

J_z dx dy = −(1/ρ⊥)(∂φ/∂z) dX dy/s.

In the new coordinates the flow is therefore that of an isotropic conductor of resistivity sρ⊥ = √(ρ∥ρ⊥) = ρ_eff. A point current dI gives, at displacement (x, y) along the surface,

dφ = ρ_eff dI / [2π √(s²x² + y²)].

With x = ℓ cos θ and y = ℓ sin θ, the root is ℓ √(s² cos²θ + sin²θ). The factor ℓ again cancels against the area element. Try the same density J(r) as before. Each chord still contributes I/(2a), so

φ(P) = (ρ_eff/2π)(I/2a) ∫₀^π dθ/√(s² cos²θ + sin²θ).

This does not depend on P, so the density solves the new problem too. To evaluate the integral, write

s² cos²θ + sin²θ = s²(1 − m sin²θ), m = 1 − 1/s² = 1 − ρ⊥/ρ∥.

The complete elliptic integral is K(m) = ∫₀^(π/2) dθ/√(1 − m sin²θ). The range from 0 to π contains two equal halves, so the integral is 2K(m)/s. Since ρ_eff/s = ρ⊥,

φ(P) = ρ⊥ I K(m)/(2πa).

Reflection symmetry again supplies a factor of two:

R_in-plane = ρ⊥ K(m)/(πa).

For m = 0, K = π/2 and the isotropic value ρ⊥/(2a) returns.

For weak anisotropy let ρ∥ = ρ⊥(1 + ε) with |ε| ≪ 1. With the axis normal to the contact, √(1 + ε) ≈ 1 + ε/2. With the axis in the plane, m ≈ ε. Expanding the integrand as 1 + (m/2) sin²θ and using the mean value 1/2 of sin²θ gives K ≈ (π/2)(1 + m/4). To first order in ε,

R_normal ≈ (ρ⊥/2a)(1 + ε/2), R_in-plane ≈ (ρ⊥/2a)(1 + ε/4).

The resistivity along the contact normal thus has weight 1/2, and each of the two in-plane resistivities has weight 1/4. The weights add to one, as they must when all three resistivities are raised together.

**(f) Evaluate both orientations for cobalt with a = 200 nm, using the rough room-temperature values ρ∥ = 10 μΩ cm and ρ⊥ = 5.5 μΩ cm.**

*Answer.* The equivalent resistivity is

ρ_eff = √(10 × 5.5) μΩ cm = 7.416 μΩ cm = 7.416 × 10⁻⁸ Ω m.

With the hexagonal axis normal to the contact,

R = 7.416 × 10⁻⁸ Ω m / (2 × 2.00 × 10⁻⁷ m) = 0.1854 Ω.

The grid solution for these inputs gives 0.1857 Ω, which is 0.16 % higher. Using the arithmetic mean of the two resistivities in place of ρ_eff would give 0.194 Ω. The extra digits, here and below, serve comparisons between calculations with the same inputs; the rough inputs justify only R ≈ 0.19 Ω.

With the axis in the contact plane, m = 1 − 5.5/10 = 0.45 and K(m) = 1.8139:

R_in-plane = 5.5 × 10⁻⁸ × 1.8139/(π × 2.00 × 10⁻⁷) Ω = 0.1588 Ω.

At fixed radius and fixed resistivities, turning the crystal in this way lowers R by 14.4 %. The more resistive direction then has the smaller weight.

**(g) For the axis-normal contact of part (f), estimate the effect of each of the following, taken separately: a mean free path of 10 nm; a liner 2 nm thick of resistivity 200 μΩ cm across the opening; an opening 20 nm long, filled with the same crystal; equipotential electrodes at depth H = 2000 nm on each side; and operation 80 K warmer. Then judge how far the result applies to contacts in integrated circuits.**

*Answer.*

*Mean free path.* Take a spherical Fermi surface with speed v, density of states N per volume and energy, and mean free path λ. In an opening much smaller than λ, electrons cross without scattering. A voltage V gives an excess density N e V on one side. The average of v cos θ over the sphere, counting only electrons moving towards the opening, is v/4. The current is therefore e²N V (v/4) πa². The diffusive conductivity is 1/ρ = e²N vλ/3, so e²N v = 3/(ρλ), and the ballistic (Sharvin) resistance is

R_S = 4ρλ/(3πa²), R_S/[ρ/(2a)] = 8λ/(3πa).

With ρ = ρ_eff, used here only to set the size, R_S = 0.0079 Ω at a = 200 nm, or 4.2 % of R. When λ ≪ a, the local Ohm's law fails only within about λ of the opening, a region that supplies only a small part of R, for these inputs about a tenth, or twice the fraction λ/a, because the dissipation is concentrated near the rim (for ρ∥ ≪ ρ⊥ the share falls below λ/a). The ratio is therefore a guide only to the order of magnitude of the correction. At a = 10 nm the diffusive formula gives 3.71 Ω and the ballistic one 3.15 Ω. The two are then comparable, and the formula of part (c) cannot be used alone.

*Liner.* For a given total current, the true flow has the least dissipation. To see this, add to the true flow J a divergence-free flow j that carries no net current. The cross term in the dissipation is −2∫ j·∇φ dV. This reduces to surface terms, which vanish because j does not cross the insulator and has no net flux through the equipotential electrodes. What is left is the positive dissipation of j itself. The total dissipation is the sum of a spreading part and a liner part, and neither can be less than its own minimum. For the liner the minimum belongs to uniform flow, so

R_total ≥ R + ρ_l t/(πa²),

where ρ_l and t are the resistivity and thickness of the liner. The second term is

(2.00 × 10⁻⁶ × 2.0 × 10⁻⁹)/(π × 4.00 × 10⁻¹⁴) Ω = 0.0318 Ω.

The bound is 0.2172 Ω. Solving for the flow on the grid, with the liner as a series layer in the opening, gives 0.2253 Ω. The grid overestimates this resistance by about 0.1 %, so the liner raises R by about 21 %. The solution exceeds the bound because one flow cannot be uniform, as the liner prefers, and concentrated at the rim, as the spreading prefers.

*Length of the opening.* Uniform axial flow through a plug of length L adds

ρ∥L/(πa²) = (1.00 × 10⁻⁷ × 2.0 × 10⁻⁸)/(π × 4.00 × 10⁻¹⁴) Ω = 0.0159 Ω,

or 8.6 % of R. By the same argument this is a lower bound on the addition. For a plug as short as this one the true addition is larger by about a third, near 11 % of R, because the current inside it is still crowded towards the rim. The plug term equals R when

L = πa²R/ρ∥ = (πa/2)√(ρ⊥/ρ∥) = 233 nm.

For a via much longer than this, the plug and not the spreading sets the resistance.

*Electrodes.* In the scaled coordinates the electrode on one side lies at Z = sH, where s = 1.3484. For sH ≫ a, the contact acts on it as a point source. The insulated plane and the equipotential electrode are satisfied together by images at Z = 2nsH, for n = ±1, ±2, …, with signs (−1)ⁿ. They change the potential of the contact by

Δφ = 2 Σₙ₌₁^∞ (−1)ⁿ ρ_eff I/(2π · 2nsH) = −ρ_eff I ln 2/(2πsH),

since the alternating sum of 1/n, starting with −1, is −ln 2. Dividing by ρ_eff I/(4a) gives the relative change on each side, and so of R:

ΔR/R = −2a ln 2/(πsH) = −3.27 %.

The grid solution with electrodes at this depth changes by −3.22 % relative to the one with electrodes at 1000a. That reference is itself a few hundredths of a per cent below the value for infinitely remote electrodes, which accounts for much of the difference.

*Temperature.* Let both resistivities rise linearly with the rough coefficient 0.006 per K. Then ρ_eff rises by the same factor, 1 + 0.006 × 80 = 1.48, and R becomes about 0.27 Ω.

*Real contacts.* Cobalt is used in some of the smallest contacts and local wires of integrated circuits, whose widths are roughly tens of nanometres. The radius of 200 nm is far larger than that; it was chosen to keep the flow diffusive. At a radius near 10 nm that assumption breaks down, and the ballistic estimate is already 85 % of the diffusive one. A real plug may also be longer than it is wide, and its own resistance must then be included. Current collected sideways by a thin wire adds a wire resistance that the electrodes assumed here do not represent. If the metal is polycrystalline, boundaries between grains add resistance, and differing grain orientations blur the 14 % difference found in part (f). Cobalt's magnetoresistance and Hall effect are also left out. Within this model, √(ρ∥ρ⊥)/(2a) describes the spreading part of a wide, short, clean contact between two thick crystals whose axes are normal to it.

The computed resistances quoted in parts (c) to (g) can be found, some with more digits, in the numerical output.

Table of computed values

```
Sweep with rho_perp = 1, a = 1 (R in units rho_perp/a):
  rho_par/rho_perp   0.1: R solved 0.1582, formula 0.1581, half-current radius 0.866 a
  rho_par/rho_perp   1.0: R solved 0.5007, formula 0.5000, half-current radius 0.866 a
  rho_par/rho_perp  10.0: R solved 1.5843, formula 1.5811, half-current radius 0.865 a
Cobalt example, rough inputs:
  rho_par = 10.0 microohm cm
  rho_perp = 5.5 microohm cm
  contact radius a = 200 nm
  axial stretch sqrt(rho_par/rho_perp) = 1.3484
  rho_eff = 7.416 microohm cm
  one-sided resistance = 0.0927 ohm
  two-sided resistance, formula = 0.1854 ohm
  two-sided resistance, finite volumes = 0.1857 ohm
  solved/formula - 1 = 0.16 %
  arithmetic mean of resistivities would give 0.1937 ohm
Axis in the contact plane:
  elliptic parameter m = 0.450, K(m) = 1.8139
  two-sided resistance = 0.1588 ohm
  change from axis-normal case = -14.4 %
Neglected effects:
  mean free path (rough) = 10 nm
  Sharvin resistance at a = 200 nm: 0.0079 ohm, 4.2 % of R
  at a = 10 nm: diffusive 3.71 ohm, Sharvin 3.15 ohm, ratio 0.85
  liner: 2 nm thick, 200 microohm cm (rough)
  liner alone, uniform current = 0.0318 ohm
  series lower bound = 0.2172 ohm
  contact with liner, solved = 0.2253 ohm, 21.5 % above R
  plug 20 nm long adds about 0.0159 ohm, 8.6 % of R
  plug length whose resistance equals R = 233 nm
  electrodes at depth 2000 nm: change solved -3.22 %, images -3.27 %
  temperature coefficient (rough) = 0.006 per K, warming = 80 K
  resistance when warmer = 0.2744 ohm, 48 % above R
```
